# Common Lowering of Triangular-Well Subbands by a Finite Oxide Barrier: a program that tests the result

```python
"""
Result under test: weak penetration into a high barrier lowers every level of
a triangular well (one common mass) by F*d0 at leading order, where
  F  = confining force, V_b = barrier height,
  d0 = (m_ox/m_si)/kappa0, kappa0 = sqrt(2 m_ox V_b)/hbar.
With r = m_ox/m_si and hard-wall level E0, the next approximation is
  shift = -F*d0*(1 + (E0/V_b)*(1/2 - r/3)).
Semiconductor: z > 0, potential F*z. Oxide: z < 0, potential V_b.
Working units are eV and nm; masses are in free-electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

# hbar^2/(2 m_e) in eV nm^2 and e^2/(4 pi eps0) in eV nm
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9

# Rough typical parameters of a silicon / silicon dioxide inversion layer
field_MVcm = 0.5
force = 0.1 * field_MVcm
barrier = 3.1
mass_ox = 0.5
mass_heavy, mass_light = 0.92, 0.19
eps_si, eps_ox = 11.7, 3.9
temperature = 300.0
doping_cm3 = 8e17
inversion_cm2 = 3e11
oxide_nm = 3.0
breakdown_MVcm = 10.0
lattice_nm = 0.543
valley_fraction = 0.85
interface_step_nm = 0.1

COUNT = 4
zeros, slope_zeros = ai_zeros(COUNT)[:2]
ladders = {"heavy": mass_heavy, "light": mass_light}


def airy_length(mass):
    return (KIN / mass / force) ** (1 / 3)


def decay_constant(height):
    return np.sqrt(mass_ox * height / KIN)


def weighted_length(mass, height):
    return mass_ox / mass / decay_constant(height)


def grid_states(mass, well, height=None, step=0.005, length=25.0):
    """Diagonalize -d/dz (hbar^2/2m) d/dz + V; height None = hard wall."""
    n_si = round(length / step)
    n_ox = 0 if height is None else round(3.0 / step)
    first = 1 if height is None else -n_ox + 1
    z = step * np.arange(first, n_si)
    middle = step * (np.arange(first, n_si + 1) - 0.5)
    kinetic = np.where(middle < 0, KIN / mass_ox, KIN / mass)
    if height is None:
        potential = well(z)
    else:
        potential = np.where(z < 0, height, well(np.maximum(z, 0)))
        potential[n_ox - 1] = 0.5 * (height + well(0.0))
    diagonal = (kinetic[:-1] + kinetic[1:]) / step**2 + potential
    energies, vectors = eigh_tridiagonal(
        diagonal, -kinetic[1:-1] / step**2,
        select="i", select_range=(0, COUNT - 1))
    return z, energies, vectors


def grid_levels(mass, well, height=None):
    """Remove the leading squared-step error using two grids."""
    coarse = grid_states(mass, well, height, step=0.01)[1]
    fine = grid_states(mass, well, height, step=0.005)[1]
    return (4 * fine - coarse) / 3


def matched_levels(mass, height):
    """Levels from continuity of psi and psi'/m."""
    length = airy_length(mass)
    scale = force * length

    def mismatch(energy):
        ai, aip = airy(-energy / scale)[:2]
        return ai - weighted_length(mass, height - energy) / length * aip

    return np.array([
        brentq(mismatch, -slope_zeros[n] * scale, -zeros[n] * scale,
               xtol=1e-14) for n in range(COUNT)])


def triangular(z):
    return force * z


# Levels: matching equation against direct diagonalization
results = {}
for name, mass in ladders.items():
    hard = -zeros * force * airy_length(mass)
    direct = grid_levels(mass, triangular, barrier)
    matched = matched_levels(mass, barrier)
    assert np.max(np.abs(direct - matched)) < 1e-6
    leading = force * weighted_length(mass, barrier)
    ratio = mass_ox / mass
    second = leading * (1 + hard / barrier * (0.5 - ratio / 3))
    # 3 percent allows for squares of the expansion parameters
    assert np.max(np.abs((hard - direct) / second - 1)) < 0.03
    results[name] = (hard, direct, leading, second)

# Common shift and penetration for a much higher barrier
high = 30.0
for mass in ladders.values():
    hard = -zeros * force * airy_length(mass)
    shift = hard - grid_levels(mass, triangular, high)
    common = force * weighted_length(mass, high)
    assert np.max(np.abs(shift / common - 1)) < 0.015
    z, _, vectors = grid_states(mass, triangular, high)
    weight = np.where(z < 0, 1.0, np.where(z == 0, 0.5, 0.0))
    inside = weight @ vectors**2
    # finite barrier leaves corrections of about two percent
    assert np.max(np.abs(inside / (common / (2 * high)) - 1)) < 0.03

# Coefficient of the first level-dependent correction, scaled units
scaled_barrier = 1e4
for ratio in (0.3, mass_ox / mass_heavy, mass_ox / mass_light):
    small = np.sqrt(ratio / scaled_barrier)
    for n in range(COUNT):
        def scaled_mismatch(energy):
            ai, aip = airy(-energy)[:2]
            return ai - small * aip / np.sqrt(1 - energy / scaled_barrier)
        root = brentq(scaled_mismatch, -slope_zeros[n], -zeros[n],
                      xtol=1e-14)
        measured = ((-zeros[n] - root) / small - 1)
        measured *= scaled_barrier / -zeros[n]
        assert abs(measured - (0.5 - ratio / 3)) < 0.004

# Same normalized wall slope for every triangular-well state
for zero in zeros:
    norm = quad(lambda x: airy(x)[0]**2, zero, 15, epsabs=1e-12,
                limit=200)[0]
    assert abs(airy(zero)[1]**2 / norm - 1) < 1e-8

# In a curved well the shifts differ and follow the mean force
curvature = 0.02


def parabola(z):
    return curvature * z**2


z, _, vectors = grid_states(mass_heavy, parabola)
mean_forces = 2 * curvature * (z @ vectors**2)
curved_shift = (grid_levels(mass_heavy, parabola)
                - grid_levels(mass_heavy, parabola, high))
curved_forces = curved_shift / weighted_length(mass_heavy, high)
assert np.max(np.abs(curved_forces / mean_forces - 1)) < 0.015
assert mean_forces[-1] / mean_forces[0] > 1.5

# Sloping oxide: decaying Airy solution against the small-slope estimate
force_ox = force * eps_si / eps_ox
length_ox = (KIN / mass_ox / force_ox) ** (1 / 3)
_, _, bi, bip = airy(barrier / (force_ox * length_ox))
kappa0 = decay_constant(barrier)
slope_change = kappa0 * length_ox * bi / bip - 1
slope_estimate = force_ox / (4 * kappa0 * barrier)
assert abs(slope_change / slope_estimate - 1) < 0.03

# Penetration in the example
z, _, vectors = grid_states(mass_heavy, triangular, barrier)
weight = np.where(z < 0, 1.0, np.where(z == 0, 0.5, 0.0))
penetration = (weight @ vectors**2)[0]
penetration_leading = results["heavy"][2] / (2 * barrier)
assert abs(penetration / penetration_leading - 1) < 0.06

# Classical image potential, included in hard-wall diagonalizations
contrast = (eps_si - eps_ox) / (eps_si + eps_ox)
image_si = COUL * contrast / (4 * eps_si)
image_ox = COUL * contrast / (4 * eps_ox)
image_effect = {}
for name, mass in ladders.items():
    z, energies, vectors = grid_states(
        mass, lambda x: force * x + image_si / x)
    reduction = image_si * np.sum(vectors[:, 0]**2 / z**2) / force
    image_effect[name] = (energies[0] - results[name][0][0], reduction)
barrier_lowering = image_ox / (0.5 / kappa0)

# Charge, temperature and tunnelling estimates
depletion_nm = (const.epsilon_0 * eps_si * force * 1e9
                / (const.e * doping_cm3 * 1e6) * 1e9)
band_bending = force * depletion_nm / 2
mean_z = {name: 2 * results[name][0] / (3 * force) for name in ladders}
charge_force = (2 * np.pi * COUL * inversion_cm2 * 1e-14
                / eps_si / force)
thermal = const.k * temperature / const.e


def heavy_fraction(heavy_levels, light_levels):
    heavy = 2 * mass_light * np.exp(-heavy_levels / thermal).sum()
    light = (4 * np.sqrt(mass_light * mass_heavy)
             * np.exp(-light_levels / thermal).sum())
    return heavy / (heavy + light)


fraction_hard = heavy_fraction(results["heavy"][0], results["light"][0])
fraction_soft = heavy_fraction(results["heavy"][1], results["light"][1])
thermal_density = 2 * mass_light * thermal / (2 * np.pi * KIN) * 1e14
filling = inversion_cm2 / thermal_density
inplane_change = -thermal * (mass_light / mass_ox - 1) / (2 * barrier)
valley_k = valley_fraction * 2 * np.pi / lattice_nm
valley_factor = kappa0 / np.hypot(kappa0, valley_k)
widths = {}
for name, mass in ladders.items():
    level = results[name][1][0]
    action = 2 * quad(lambda x: decay_constant(
        barrier - level - force_ox * x), 0, oxide_nm)[0]
    wave_number = np.sqrt(mass * level / KIN)
    widths[name] = force / (2 * wave_number) * np.exp(-action)

print(f"Surface field: {field_MVcm:.2f} MV/cm")
print(f"Confining force: {force:.3f} eV/nm")
print(f"Barrier: {barrier:.2f} eV; oxide mass: {mass_ox:.2f} m_e")
print(f"Permittivities Si, oxide: {eps_si:.1f}, {eps_ox:.1f} (no unit)")
print(f"Oxide decay constant: {kappa0:.4f} 1/nm")
print(f"Oxide decay length: {1 / kappa0:.4f} nm")
for name, mass in ladders.items():
    hard, direct, leading, second = results[name]
    print(f"{name} ladder: normal mass {mass:.2f} m_e")
    print(f"  Airy length: {airy_length(mass):.4f} nm")
    print(f"  weighted length: {weighted_length(mass, barrier):.4f} nm")
    print(f"  leading lowering: {leading:.5f} eV = {1000*leading:.2f} meV")
    print("  n, hard level, soft level, lowering, next formula (eV)")
    for n in range(COUNT):
        print(f"  {n+1} {hard[n]:.5f} {direct[n]:.5f} "
              f"{hard[n]-direct[n]:.5f} {second[n]:.5f}")
print(f"Heavy n=1 oxide probability: {penetration:.3e} (no unit)")
print(f"Leading probability: {penetration_leading:.3e} (no unit)")
print("Half-parabola mean forces, n=1..4 (eV/nm):")
print("  " + " ".join(f"{x:.5f}" for x in mean_forces))
print("Half-parabola lowering / weighted length (eV/nm):")
print("  " + " ".join(f"{x:.5f}" for x in curved_forces))
print("Estimated effects outside the model:")
for name in ladders:
    rise, reduction = image_effect[name]
    print(f"{name} n=1 image rise: {rise:.5f} eV")
    print(f"  image cut in mean force: {100*reduction:.1f} %")
    print(f"  mean distance n=1, n=4: {mean_z[name][0]:.2f}, "
          f"{mean_z[name][-1]:.2f} nm")
    print(f"  depletion cut n=1, n=4: "
          f"{100*mean_z[name][0]/depletion_nm:.1f}, "
          f"{100*mean_z[name][-1]/depletion_nm:.1f} %")
    print(f"  rough tunnel width, {oxide_nm:.1f} nm: {widths[name]:.1e} eV")
print(f"Image barrier cut at half decay length: {barrier_lowering:.2f} eV")
print(f"Doping: {doping_cm3:.1e} cm^-3; depletion: {depletion_nm:.1f} nm")
print(f"Depletion band bending: {band_bending:.2f} eV")
print(f"Inversion density: {inversion_cm2:.1e} cm^-2")
print(f"  added mean force: {100*charge_force:.1f} %")
print(f"Oxide field: {10*force_ox:.2f} MV/cm; "
      f"rough breakdown: {breakdown_MVcm:.0f} MV/cm")
print(f"Oxide slope change in length: {100*slope_change:.2f} %")
print(f"Temperature: {temperature:.0f} K; kT: {thermal:.5f} eV")
print(f"Heavy share, hard / soft: {100*fraction_hard:.1f} / "
      f"{100*fraction_soft:.1f} %")
print(f"Density / thermal capacity, upper bound: {filling:.3f} (no unit)")
print(f"Heavy thermal in-plane length change: {100*inplane_change:.2f} %")
print(f"Light length factor if valley k kept: {valley_factor:.3f} (no unit)")
print(f"Energy for {interface_step_nm:.1f} nm wall displacement: "
      f"{force*interface_step_nm:.5f} eV")
print("finished without a failed check")
```

Running it gives:

```
Surface field: 0.50 MV/cm
Confining force: 0.050 eV/nm
Barrier: 3.10 eV; oxide mass: 0.50 m_e
Permittivities Si, oxide: 11.7, 3.9 (no unit)
Oxide decay constant: 6.3783 1/nm
Oxide decay length: 0.1568 nm
heavy ladder: normal mass 0.92 m_e
  Airy length: 0.9391 nm
  weighted length: 0.0852 nm
  leading lowering: 0.00426 eV = 4.26 meV
  n, hard level, soft level, lowering, next formula (eV)
  1 0.10979 0.10548 0.00431 0.00431
  2 0.19195 0.18761 0.00434 0.00434
  3 0.25922 0.25485 0.00438 0.00437
  4 0.31868 0.31427 0.00441 0.00440
light ladder: normal mass 0.19 m_e
  Airy length: 1.5888 nm
  weighted length: 0.4126 nm
  leading lowering: 0.02063 eV = 20.63 meV
  n, hard level, soft level, lowering, next formula (eV)
  1 0.18574 0.16553 0.02021 0.02016
  2 0.32474 0.30483 0.01992 0.01981
  3 0.43855 0.41885 0.01970 0.01953
  4 0.53913 0.51961 0.01952 0.01928
Heavy n=1 oxide probability: 7.098e-04 (no unit)
Leading probability: 6.872e-04 (no unit)
Half-parabola mean forces, n=1..4 (eV/nm):
  0.05414 0.08121 0.10152 0.11844
Half-parabola lowering / weighted length (eV/nm):
  0.05376 0.08094 0.10141 0.11853
Estimated effects outside the model:
heavy n=1 image rise: 0.01317 eV
  image cut in mean force: 32.6 %
  mean distance n=1, n=4: 1.46, 4.25 nm
  depletion cut n=1, n=4: 3.6, 10.5 %
  rough tunnel width, 3.0 nm: 3.1e-18 eV
light n=1 image rise: 0.00798 eV
  image cut in mean force: 12.8 %
  mean distance n=1, n=4: 2.48, 7.19 nm
  depletion cut n=1, n=4: 6.1, 17.8 %
  rough tunnel width, 3.0 nm: 8.1e-18 eV
Image barrier cut at half decay length: 0.59 eV
Doping: 8.0e+17 cm^-3; depletion: 40.4 nm
Depletion band bending: 1.01 eV
Inversion density: 3.0e+11 cm^-2
  added mean force: 4.6 %
Oxide field: 1.50 MV/cm; rough breakdown: 10 MV/cm
Oxide slope change in length: 0.19 %
Temperature: 300 K; kT: 0.02585 eV
Heavy share, hard / soft: 81.7 / 70.7 %
Density / thermal capacity, upper bound: 0.073 (no unit)
Heavy thermal in-plane length change: 0.26 %
Light length factor if valley k kept: 0.544 (no unit)
Energy for 0.1 nm wall displacement: 0.00500 eV
finished without a failed check
```
